Why a Gauss-law atom in four dimensions has no ground state

Suppose we want the ground-state energy of hydrogen in a world with four space dimensions. A ready formula seems to supply it: for the potential energy −k/r in D dimensions the ground energy is −2mk²/[(D−1)²ħ²], so D = 4 gives −(2/9)mk²/ħ². But if the electric field obeys Gauss's law in four dimensions, the potential energy is not −k/r. It is −g/r², and g has the dimension energy × length², whereas k has the dimension energy × length. The formula cannot even be evaluated for this atom. Forcing a number out of it gives a binding energy to a system that either does not bind or has no lowest energy.

The belief and its appeal

The belief is that four-dimensional hydrogen is ordinary hydrogen with altered numbers: a charge attracts an electron, the uncertainty principle resists confinement, and a ground state forms at the balance. For the −k/r problem this is sound. An electron confined to a size R has kinetic energy of order ħ²/(mR²) and potential energy of order −k/R. At small R the kinetic term wins, at large R the attraction wins, and the total has a minimum at a size of order ħ²/(mk).

The argument needs the two energies to depend differently on R, and Gauss's law removes that difference in four dimensions.

The potential

The sphere of radius r in four dimensions has surface Sr³. To find S, evaluate a Gaussian integral in Cartesian and in spherical coordinates:

∫e^(−r²) d⁴x = (√π)⁴ = π²,
∫e^(−r²) d⁴x = S∫₀^∞ r³e^(−r²) dr = S/2.

Hence S = 2π². A point charge e then has a field F with 2π²r³F = e/ε, where ε is the constant in the four-dimensional Gauss law. Integrating F = e/(2π²εr³) inward from infinity gives the potential e/(4π²εr²). An electron of charge −e and mass m near a fixed nucleus therefore has

V = −g/r²,  g = e²/(4π²ε).

The field falls as 1/r³ and the potential as 1/r². From ħ, m and g one can form

λ = 2mg/ħ²,

which is a pure number, and no length. This atom has no Bohr radius. Everything below uses the non-relativistic kinetic energy p²/2m, which holds only for states much larger than ħ/(mc), a length that the speed of light would add.

From here on ħ = m = 1, so g = λ/2. Lengths are measured in an arbitrary unit ℓ and energies in ħ²/(mℓ²).

What scaling shows

For a normalized state ψ the mean energy is

E[ψ] = ½∫|∇ψ|² d⁴x − (λ/2)∫|ψ|²/r² d⁴x.

The admissible states are those of finite energy, and no further rule is imposed at the origin. Compress ψ by a factor κ:

ψ_κ(x) = κ²ψ(κx).

The factor κ² preserves the norm, because |ψ_κ|² carries κ⁴ and d⁴x = κ⁻⁴d⁴y with y = κx. The gradient brings one more κ, so the kinetic energy is multiplied by κ⁶κ⁻⁴ = κ². In the potential energy 1/r² = κ²/|y|², which also gives κ². Therefore

E[ψ_κ] = κ²E[ψ].

If some state has negative energy, compressing it (κ → ∞) sends the energy to −∞. If none has, spreading any state out (κ → 0) brings its energy to zero, so the lower limit is 0. A finite negative minimum is impossible.

For −k/r the potential energy gains only one factor of κ. With k = 1 and ψ = e^(−κr), using ∫₀^∞ rⁿe^(−2κr) dr = n!/(2κ)ⁿ⁺¹,

⟨1/r⟩ = [2/(2κ)³]/[6/(2κ)⁴] = 2κ/3,
E = κ²/2 − 2κ/3.

The kinetic term is κ²/2 because ψ′ = −κψ. The minimum lies at κ = 2/3, where E = 2/9 − 4/9 = −2/9. This function also solves the wave equation: ψ″ + 3ψ′/r = (κ² − 3κ/r)ψ, so the 1/r terms cancel when 3κ/2 = 1, leaving E = −κ²/2 = −2/9. Having no node, it is the ground state. The number −2/9 is correct, but it belongs to a different force law.

Where the threshold lies

Scaling does not say which of the two cases occurs. To decide, write ψ = φ/r and consider one direction in space, with a prime for d/dr. Then

ψ′ = φ′/r − φ/r²,
r³|ψ′|² = r|φ′|² − (|φ|²)′ + |φ|²/r.

The middle term is the cross term −2Re(φ*φ′). Integrated over r it vanishes, because φ = rψ is zero at the origin for smooth ψ and tends to zero at infinity; other states of finite kinetic energy are limits of such functions. Since |φ|²/r = r|ψ|²,

∫|ψ′|²r³ dr = ∫|ψ|²r dr + ∫|φ′|²r dr.

For ψ = (1+r)e^(−r²), numerical integration gives 1.5800 on the left and 0.6883 + 0.8917 = 1.5800 on the right.

The angular part of |∇ψ|² is never negative. Integrating over directions Ω, we obtain

E[ψ] ≥ ½∫dΩ [∫|φ′|²r dr + (1−λ)∫|ψ|²r dr].

For λ ≤ 1 the right side is not negative, so no state has negative energy. At λ = 1 the kinetic and potential energies of a limiting state may diverge separately. Its energy is then understood as the lowest limit that the energies of smooth states approaching it can have, and this limit is not negative either.

Could there be a bound state at zero or positive energy? Zero energy would require φ′ = 0 and no dependence on angle, hence ψ = c/r. Its norm contains ∫r dr, which diverges at large r. If ψ were a bound state with E > 0, then ψ_κ would be one with energy κ²E. Eigenstates of different energy are orthogonal, so ψ_κ would be orthogonal to ψ for every κ ≠ 1. Yet their overlap tends to 1 as κ → 1, a contradiction. For λ ≤ 1 there is no bound state at all.

Collapse above the threshold

For λ > 1 a single state of negative energy is enough. The identity shows how to build one: φ must vary slowly, and the natural variable is t = ln(r/a), because φ′ = (dφ/dt)/r and so ∫φ′²r dr = ∫(dφ/dt)² dt. Take

φ = sin(πt/L) for 0 < t < L,  φ = 0 elsewhere.

Then ∫φ′²r dr = (π/L)²L/2 and ∫ψ²r dr = ∫φ² dt = L/2. With p = (π/L)² the energy is

E = (L/4)[p − (λ−1)]/(a²N),
N = ∫₀^L sin²(πt/L)e^(2t) dt = (e^(2L) − 1)p/[4(1+p)].

The integral N follows from sin²(πt/L) = ½[1 − cos(2πt/L)]. The two parts contribute (e^(2L)−1)/4 and −(e^(2L)−1)/(4+4p), and their sum is the stated result.

The energy is negative as soon as L > π/√(λ−1), and such an L exists for every λ > 1. Compression then lowers the energy without limit. The function vanishes near r = 0, so no condition imposed at the origin can exclude it. Its kinks at the two ends can be rounded with as small a change of energy as desired.

A trial function that misleads

Take λ = 1.25, above the threshold. A natural first attempt is ψ = e^(−κr). The same integrals give

⟨1/r²⟩ = [1/(2κ)²]/[6/(2κ)⁴] = 2κ²/3,
E = κ²(1/2 − λ/3).

At κ = 1 this is +0.0833, and at κ = 3 it is nine times larger, +0.750. Every exponential has positive energy here, which suggests that nothing binds. The expression changes sign only at λ = 1.5.

Now take the logarithmic function with L = 8 and outer radius ae^L = 1. Here p = 0.1542 and λ − 1 = 0.25. Since e^(−16) is negligible, a²N = 0.1542/(4 × 1.1542) = 0.0334, and

E = 2 × (0.1542 − 0.25)/0.0334 = −5.74.

Shrinking the function tenfold gives −574. A positive trial energy is an upper bound on the lower limit of the energy; it does not prove stability. The exponential fails because φ = re^(−κr) rises and falls around one radius, while the successful function changes slowly over a range of e⁸ in r.

A normalizable solution that must be refused

There is an apparent way to rescue the bound state when 0 < λ < 1. For a spherical state with E = −k²/2, where k is now a decay constant, the wave equation is

ψ″ + 3ψ′/r + λψ/r² = k²ψ.

Inserting ψ = φ/r and multiplying by r gives

φ″ + φ′/r − (1−λ)φ/r² = k²φ.

This is the modified Bessel equation of order ν = √(1−λ), with the decaying solution φ = K_ν(kr). Near the origin ψ behaves as r^(−1−ν), so the norm contains ∫r^(1−2ν) dr, which converges there because ν < 1. A square-integrable solution thus seems to exist for any negative energy.

Its kinetic energy, however, contains ∫r^(−1−2ν) dr, which diverges as r₀^(−2ν) when the integral is cut off at a small radius r₀. The potential energy does not compensate: near the origin the two energy densities are proportional to (1+ν)² and −λ = −(1−ν²), with sum 2ν(1+ν) > 0. For λ = 0.5 and k = 1, numerical integration gives a finite norm integral ∫ψ²r³ dr = 1.396, while the kinetic energy grows by a factor 25.955 when r₀ is reduced from 10⁻⁵ to 10⁻⁶, in agreement with 10^(2ν) for ν = 0.7071.

The requirement of finite energy removes these solutions. One may instead adopt a different rule at the origin that admits one value of k, and then a bound state exists. But a rule that selects k supplies a length 1/k that Gauss's law did not contain. The statement that nothing binds for λ ≤ 1 holds for the pure potential without such a rule, and for the non-relativistic kinetic energy. The kinetic energy √(p²c² + m²c⁴) − mc² never exceeds pc, which grows only as κ under compression, while the potential energy grows as κ². With it the energy for a point nucleus has no lower limit for any λ > 0.

What a finite nucleus does

Spread the nuclear charge over the sphere r = a. By Gauss's law the field inside vanishes, so the potential energy is −g/a² for r < a and −g/r² outside. It is nowhere lower than −g/r², so for λ ≤ 1 it still has no state of negative energy.

For λ > 1 it has a ground state. The potential is bounded below by −g/a² and tends to zero at infinity, and the logarithmic function placed outside r = a has negative energy. To find the levels of spherical states, set s = √(λ−1). Outside, the order √(1−λ) is now is, and φ = K_is(kr). Inside, λ/r² in the wave equation is replaced by λ/a², so that

φ″ + φ′/r − φ/r² + q²φ = 0,  q² = λ/a² − k²,

whose regular solution is J₁(qr). Continuity of φ and φ′ at r = a, with x = ka and y = qa = √(λ−x²), requires

yJ₁′(y)/J₁(y) = xK_is′(x)/K_is(x),

where the primes on the Bessel functions denote derivatives with respect to their arguments. The radius a has dropped out. The roots x depend on λ alone, and

E = −x²/(2a²).

For λ = 2, numerical root finding gives the largest root x = 0.2010. The ground energy is −0.0202 for a = 1, −2.02 for a = 0.1 and −202 for a = 0.01. The finite nucleus has stopped the collapse, but its radius sets the energy, and there is no limit as a → 0.

The next two roots are x = 0.008689 and x = 0.0003755. The three energies at a = 1 are −2.0197×10⁻², −3.7752×10⁻⁵ and −7.0499×10⁻⁸, with successive ratios 535.0 and 535.5. The pattern follows from the matching condition. For small x the left side tends to a constant. On the right, K_is(x) becomes proportional to cos(s ln x + δ) with a fixed phase δ, because φ″ + φ′/r + s²φ/r² = 0 has the solutions r^(±is). The right side then repeats whenever ln x changes by π/s. Successive roots approach the ratio e^(π/s) and successive energies the ratio e^(2π/s), which is 535.5 for s = 1. In this model the levels continue without end towards zero energy. Hydrogen with −k/r also has infinitely many levels, but its energies fall off as an inverse square of a quantum number, not geometrically.

Just above the threshold the binding can look harmless. For λ = 1.25 and a = 1 the ground energy is only −3.42×10⁻⁵. The factor 1/a² still applies, and a = 0.001 would give −34.2. Weak binding at one nuclear radius is therefore no sign that a point nucleus would have a ground state.

Numerical values quoted here were computed with a short program.
